Shooting from midplane to floating wall in a cold-ion discharge

**Result**

A plane discharge fills the gap between floating walls at x = ±L. Its electrons are isothermal and obey the Boltzmann relation. Its ions are cold, singly charged and collisionless, and they are born at rest at the rate νn_e, with ν uniform. Write c_s = √(Te/m_i) for the Bohm speed, with Te in energy units, and λ_D for the Debye length at the midplane electron density n0. Then

A ≡ νL/c_s → π/2 − 1 ≈ 0.5708 as λ_D/L → 0.

The approach to this limit is slow. With ε = νλ_D/c_s = Aλ_D/L,

A ≈ π/2 − 1 + 3.919 ε^(4/5) + Dε,

where D depends on the ion mass and is 4.80 for 40 u. Birth at rest matters: ions born with the local fluid velocity would give 2/3. The derivation uses formal matched expansions, not a rigorous convergence proof.

**Scaled equations**

Let φ be the potential, zero at the midplane, and define

ξ = νx/c_s, η = −eφ/Te, N = n_i/n0, M = u/c_s.

The Boltzmann relation is n_e = n0 e^(−η). Ion continuity, d(n_i u)/dx = νn_e, becomes, with Γ = NM and a prime for d/dξ,

Γ' = e^(−η).

A new ion brings no momentum, so the momentum flux changes only through the electric force: d(m_i n_i u²)/dx = −e n_i dφ/dx. Since m_i c_s² = Te, the scaled form with P = NM² is

P' = Nη'.

Expanding P' = M(NM)' + NMM' and using continuity gives

NMM' = Nη' − M e^(−η).

The last term is the birth drag: the flow must accelerate each new ion. Poisson's equation, with λ_D² = ε₀Te/(n0e²), becomes

ε²η'' = N − e^(−η).

At a floating wall the ion flux equals the one-way Maxwellian electron flux n_e√(Te/(2πm_e)). Dividing by n0c_s gives

Γ = κe^(−η), κ = √(m_i/(2πm_e)).

For m_i = 40 u, κ = 107.7. This keeps the Boltzmann density up to the wall and ignores the missing returning electrons there.

**Starting values**

At ξ = 0 both Γ and P vanish, so N = Γ²/P is 0/0 and the integration must start slightly off the midplane. Symmetry gives N ≈ N0 and η ≈ aξ². Continuity gives Γ ≈ ξ, hence M ≈ ξ/N0 and P ≈ ξ²/N0. The momentum equation then reads 2ξ/N0 = N0·2aξ, so

a = 1/N0².

Poisson's equation at the midplane gives 2ε²a = N0 − 1, or

N0²(N0 − 1) = 2ε².

For N0 > 1 the left side rises from zero, so there is one such root. No initial slope is left free. The unknown is the ionization frequency, which must place the floating condition at x = L.

**Algorithm**

With F = η', the state is (Γ, P, η, F).

```
input: rho = lambda_D/L, kappa
mismatch(A):
    eps = A*rho
    N0 = 1; repeat N0 = 1 + 2*eps^2/N0^2 until steady
    xi = 0.003
    Gamma = xi;  P = xi^2/N0
    eta = (xi/N0)^2;  F = 2*xi/N0^2
    integrate from xi to A:
        N = Gamma^2/P
        Gamma' = exp(-eta);  P' = N*F
        eta' = F;  F' = (N - exp(-eta))/eps^2
    return ln(kappa) - eta - ln(Gamma)

lower = pi/2 - 1;  upper = 0.65
increase upper until mismatch(upper) < 0
A = bracketed root of mismatch
nu = A*c_s/L
```

The omitted starting terms are smaller than those kept by a factor of order ξ², about 10⁻⁵ here. An explicit eighth-order Runge–Kutta method with relative tolerance 10⁻¹⁰ serves for the integration.

If only the curve A(λ_D/L) is wanted, the root search can be avoided. Choose ε, integrate until the wall condition is met at ξ = A, and assign the result to λ_D/L = ε/A. At fixed ε the mismatch falls along the orbit wherever F > 0, because η and Γ both rise. In the shooting problem ε changes with A, and uniqueness of the root is not proved here. A final run at the converged ε that stops at its first wall crossing checks that the root is the intended one.

**An accuracy check**

Insert N = e^(−η) + ε²η'' into the momentum equation:

P' = e^(−η)η' + ε²η''η' = d/dξ[−e^(−η) + ε²η'²/2].

Integration from the midplane, where P = η = η' = 0, gives

P + e^(−η) − ε²F²/2 = 1.

This is the balance of ion momentum flux, electron pressure and field stress. The integrator does not impose it, so its drift reveals errors in the momentum and Poisson equations. It cannot reveal an error in continuity, because those two equations preserve the balance for any N(ξ). For ε from 0.03 down to 2×10⁻⁴ the largest deviation was 7×10⁻¹¹, relative to the midplane electron pressure. About 4×10⁻¹¹ is already present in the truncated starting values.

**Stability and cost**

Consider a perturbation that varies over a distance much shorter than the background. Ionization can be neglected over that distance, so ion energy and flux conservation give MδM = δη and NδM + MδN = 0. Hence δN = −Nδη/M². With N ≈ e^(−η), Poisson's equation becomes

ε²δη'' = e^(−η)(1 − 1/M²)δη.

For M < 1 the perturbation is a standing ion-acoustic oscillation. For M > 1 it grows or decays exponentially, as in a sheath. Near the midplane M ≈ ξ, so the local wavenumber is about 1/(εξ). The amplitude also depends on the background gradients dropped above, so it needs the full linearized equations. For small ε the background there is Γ = ξ, P = ξ², N = 1 and η' = 2ξ. Try δη = ξ^s, δN = nξ^(s−2) and δP = pξ^s. Continuity makes δΓ of order ξ^(s+1), so to leading order in ξ the relation N = Γ²/P gives n = −p. The momentum equation, δP' = δη' + 2ξδN, gives sp = s + 2n, hence n = −s/(s + 2). Poisson's equation, ε²δη'' = δN to leading order, then gives for s ≠ 0

(s − 1)(s + 2) = −1/ε², s = −1/2 ± i√(1/ε² − 9/4).

An oscillating error therefore decays as 1/√ξ, while η itself grows as ξ². Outward integration is benign there, but it must resolve the local wavenumber 1/(εξ). For ε = 1.23×10⁻³ and ξ = 0.003 this is 2.7×10⁵. A first trial step of 10⁻³ would span hundreds of radians, and an intermediate Runge–Kutta stage can then give a negative P before the step is rejected. With a first step of 10⁻² the exponential overflows and the run stops.

The safe remedy is to integrate in ln ξ, where the phase advances at about 1/ε, and to cap the step at 2ε. From ξ = 0.003 to 0.593 this needs at least

ln(0.593/0.003)/(2 × 1.23×10⁻³) ≈ 2150 steps.

The cost per shot thus scales roughly as 1/ε.

**The quasineutral limit**

Away from the wall, let ε → 0 at fixed ξ. Poisson's equation gives N = e^(−η), and the momentum balance becomes N(1 + M²) = 1. Therefore

e^(−η) = 1/(1 + M²), Γ = M/(1 + M²).

Differentiating Γ and using Γ' = e^(−η),

M'(1 − M²)/(1 + M²)² = 1/(1 + M²),

M'(1 − M²)/(1 + M²) = 1.

Since (1 − M²)/(1 + M²) = 2/(1 + M²) − 1, integration from M = 0 gives

ξ = 2 arctan M − M.

This reaches its maximum, π/2 − 1, at M = 1, where M' diverges. There the density is n0/2, Γ = 1/2 and η = ln 2. The wall condition cannot be met in this region: it would require M = κ, far above 1. A space-charge layer must carry the solution to the wall, and the limit follows if the scaled width of that layer vanishes.

At M = 0.5 the formula gives ξ = 0.427295. The full solution with ε = 2×10⁻⁴ gives the same six digits, and its electron density there is 0.800000 n0, as 1/(1 + M²) requires.

**Width of the transition layer**

Set s = ξ − (π/2 − 1) and η = ln 2 + w. Since Γ² = NP, Poisson's equation and the momentum balance give

Γ² = (e^(−η) + ε²w'')(1 − e^(−η) + ε²w'²/2).

For small w, e^(−η) = 1/2 + g with g ≈ −w/2, and (1/2 + g)(1/2 − g) ≈ 1/4 − w²/4. The leading space-charge contribution is ε²w''/2. On the left, Γ' ≈ 1/2 and matching to the presheath give Γ ≈ 1/2 + s/2, so Γ² ≈ 1/4 + s/2. Equating the two sides,

ε²w'' = w²/2 + s.

The neglected terms are smaller by a factor of order w. Now put s = αt and w = βy, and choose ε²β/α² = α and β² = 12α. Then

y'' = 6y² + t, α = 12^(1/5)ε^(4/5), β = 12^(3/5)ε^(2/5).

This is the first Painlevé equation. On the presheath side y → −√(−t/6), equivalent to w = −√(−2s). The quasineutral solution agrees: near M = 1, s ≈ −(1 − M)²/2 and w ≈ M − 1. The regular midplane start selects the solution without ion-acoustic oscillations. Numerical integration shows that it first diverges at t_p = 2.38417, where y ≈ 1/(t_p − t)². The transition layer therefore adds

12^(1/5)t_p ε^(4/5) = 3.919 ε^(4/5).

**Width of the sheath**

Beyond this layer the potential changes over a distance of order ε, and ionization there is negligible at leading order. Flux and energy conservation give Γ = 1/2 and M² = 1 + 2w, so

ε²w'' = ½[(1 + 2w)^(−1/2) − e^(−w)].

Its small-w form is w²/2, which matches the transition equation. Multiply by w' and integrate from w = w' = 0:

εw' = √U, U = √(1 + 2w) + e^(−w) − 2.

For small w, U ≈ w³/3, which gives s_p − s = ε√(12/w), where s_p = αt_p. The Painlevé pole has the same form, because βα² = 12ε². At the wall, κe^(−w)/2 = 1/2, so w_w = ln κ. The remaining distance from the pole position to the wall is Dε, with

D = ∫₀^(w_w) [U^(−1/2) − √3 w^(−3/2)]dw − √(12/w_w).

For 40 u, D = 4.798. Both added widths vanish with ε, which gives the stated limit. The first neglected relative correction in the transition layer is of order β, so the next shift is of order αβ, or ε^(6/5).

Full solutions show the approach:

ε = 0.03: λ_D/L = 0.0355, A = 0.846
ε = 0.01: λ_D/L = 0.0145, A = 0.689
ε = 0.001: λ_D/L = 0.00170, A = 0.5895
ε = 0.0002: λ_D/L = 0.000347, A = 0.5758

At the first entry A is 48% above its limit. To test the transition coefficient, subtract the limit and Dε from A and divide by ε^(4/5). The last two entries give 3.50 and 3.70. Linear extrapolation in ε^(2/5), the order of the next relative correction, gives 3.930, within 0.3% of 3.919.

**Friction as a second case**

Let ions also lose momentum at a constant frequency ν_c, and put r = ν_c/ν. Then P' = Nη' − rΓ. In the quasineutral region (NM)' = N, so η' = (M' − 1)/M. Expanding P' and dividing by N gives

MM' = η' − (1 + r)M.

Insert η' and multiply by M. With b = 1 + r,

M'(1 − M²) = 1 + bM².

The limiting eigenvalue is therefore

A_b = ∫₀¹ (1 − M²)/(1 + bM²) dM.

The value b = 1 restores π/2 − 1. Setting b = 0 removes the birth drag and gives 1 − 1/3 = 2/3, which is 17% larger. If a code converges to 2/3, a missing term −Me^(−η) is the first thing to look for. Added friction raises b and so lowers A, because the integrand falls at every M between 0 and 1.

**Worked example**

Take a model ion of 40 u, Te = 7 eV, n0 = 10¹¹ cm⁻³ and L = 3 cm. Then c_s = 4.109 km/s and λ_D = 0.0622 mm, so λ_D/L = 0.0622/30 = 0.00207.

The first shot, at A = 0.5708, has mismatch 4.73. This is close to ln κ = 4.68, the value at the ideal presheath edge. The second, at A = 0.65, has mismatch −111, because the trial wall lies far beyond the floating position. Linear interpolation between these two shots moves A only to 0.5740, where the mismatch is still 4.68. A root finder that can fall back on bisection is therefore a sensible choice. Thirteen shots give A = 0.5929, and

ν = 0.5929 × 4109 m/s / 0.03 m = 8.12×10⁴ s⁻¹.

The limit alone gives 7.82×10⁴ s⁻¹, 3.7% lower. Evaluated at the ε found by shooting, the asymptotic law gives A = 0.5951, about 0.4% above the shot value. A separate integration of density and speed in ln ξ reproduces A = 0.592928 to all six printed digits.

The potential drop from midplane to wall is 37.5 V, and the wall field is about 1.26 kV/cm. The directed ion energy at the wall is 36.0 eV. It is below the full drop because many ions are born part of the way down the potential, and because the cold fluid does not carry the energy of their velocity spread. The ion current density is 3.34 mA/cm². The distance from M = 1 to the wall is 0.92 mm, about 15 midplane Debye lengths and 3% of L.

**Relation to a real source**

The density, electron temperature and pressure used here are roughly those of a low-pressure electron-cyclotron-resonance etch source with walls normal to the magnetic field. The 6 cm gap is a model choice, not a typical source length. The assumed gas is at 0.3 mTorr and 300 K. A rough ion-neutral cross section of 10⁻¹⁴ cm² gives a mean free path of 10.4 cm, so L is 0.29 mean free paths. Taking ν_c as c_s divided by this path and solving A = A_b self-consistently gives 0.537, a reduction of 5.9% from the collisionless limit. For a fixed cross section this overstates presheath friction, since the ions there move more slowly than c_s. Collisions and finite λ_D thus each shift ν by a few per cent, in opposite directions, and this estimate is too rough to rank them. Both shifts are much larger than the one from ion velocity spread, and larger than the one from ion temperature as long as Ti stays near the 0.05 eV assumed below. Radial loss and nonuniform Te are not sized.

The gas density is p/(kT) = 9.66×10¹² cm⁻³, so the required ionization rate coefficient is 8.4×10⁻⁹ cm³/s. In a given gas this requirement determines Te; here Te was chosen instead. If the ions are taken as isothermal at a rough 0.05 eV, Te + Ti replaces Te in the quasineutral momentum balance, which raises ν by 0.36%. Collisionless ions need not stay isothermal, so this indicates only the size of the effect. The factor is √(1 + Ti/Te), so the shift is 1.4% at 0.2 eV and 3.5% at 0.5 eV. Ions in such sources can be a few tenths of an eV hot, and the shift is then no longer small against the other two.

**Effect of the ion velocity spread**

Ions born at different potentials have different speeds, which a cold fluid cannot represent. An ion born at η₁ has speed c_s√(2(η − η₁)) at η. Let g = e^(−η)dξ/dη. Quasineutrality then requires

∫₀^η g(η₁)dη₁/√(η − η₁) = √2 e^(−η).

Multiply by 1/√(z − η) and integrate over η from 0 to z. Exchanging the order on the left leaves an inner integral equal to π. On the right, put η = z − p²:

∫₀^z g dη = (2√2/π)H(√z), H(q) = e^(−q²)∫₀^q e^(p²)dp.

Since H' = 1 − 2qH, differentiation with q = √η gives

g = (√2/π)(1 − 2qH)/q.

The presheath ends where g = 0, since dξ/dη then vanishes. Integrating dξ = e^η g dη to that point gives A = 0.5721, 0.24% above π/2 − 1. For this limiting eigenvalue the cold-fluid closure is therefore a small error. The figure holds for λ_D → 0 only. Kinetic ions have a different transition layer, so it fixes neither the size nor the sign of the difference at finite λ_D/L. The comparison does not show that other quantities, such as the wall flux, agree equally well.

**Failure modes**

- Starting at ξ = 0 produces 0/0 in N.
- The iteration for N0 settles only for ε < √2, where N0 < 2. Beyond that, solve the cubic for N0 directly.
- An uncapped first step can overflow, for the reason given under stability.
- The upper limit 0.65 fails to bracket the root at larger λ_D/L; the first two entries of the table already lie above it.
- At very small λ_D/L the 1/ε cost dominates, and the asymptotic law is the cheaper choice. Its error in A is 0.0002 at ε = 0.0002.

The numerical output below lists the computed values.

Values computed for the example and the checks

```
Limit pi/2 - 1: 0.570796 (dimensionless)
Limit without birth drag: 0.666667 (dimensionless)
Wall flux factor kappa: 107.726 (dimensionless)
eps 3.0e-02, lambda_D/L 3.5468e-02, A 0.845836, A-limit 0.275040 (dimensionless)
eps 1.0e-02, lambda_D/L 1.4509e-02, A 0.689248, A-limit 0.118452 (dimensionless)
eps 1.0e-03, lambda_D/L 1.6963e-03, A 0.589509, A-limit 0.018713 (dimensionless)
eps 2.0e-04, lambda_D/L 3.4733e-04, A 0.575822, A-limit 0.005026 (dimensionless)
Largest momentum-balance error: 6.9e-11 (dimensionless)
xi at M=0.5, full: 0.427295; formula: 0.427295
n_e/n0 at M=0.5, full solution: 0.800000
Painleve pole t_p: 2.38417 (dimensionless)
Coefficient of eps^(4/5), theory: 3.9190
Coefficient of eps^(4/5), extrapolated: 3.9298
Sheath coefficient D: 4.7984 (dimensionless)
Input ion mass: 40.0 u
Input electron temperature: 7.0 eV
Input midplane electron density: 1.0e+11 cm^-3
Input half-width: 3.0 cm
Input gas pressure: 0.3 mTorr
Input gas temperature: 300 K
Bohm speed: 4.1091 km/s
Midplane Debye length: 0.06220 mm
Example lambda_D/L: 2.07323e-03 (dimensionless)
Shot 1: A 0.570796, wall mismatch 4.7336
Shot 2: A 0.650000, wall mismatch -111.3944
Shot 3: A 0.574025, wall mismatch 4.6835
Shot 4: A 0.612012, wall mismatch -27.9558
Number of shots: 13
Example A: 0.592928; eps: 1.22927e-03
Example A from primitive variables: 0.592928
Example A from asymptotic law: 0.595098
Ionization frequency: 8.12139e+04 s^-1
Ionization frequency from limit alone: 7.81825e+04 s^-1
Required rate coefficient: 8.410e-09 cm^3/s
Midplane-to-wall potential drop: 37.511 V
Wall field magnitude: 1264.7 V/cm
Wall ion Mach number: 3.2079 (dimensionless)
Directed ion energy at wall: 36.017 eV
Wall ion current density: 3.3385 mA/cm^2
Distance from M=1 to wall: 0.9209 mm
Wall n_e/n0: 0.00471 (dimensionless)
Rough ion-neutral cross section: 1.0e-14 cm^2
Ion mean free path: 10.36 cm
Limit with ion-neutral friction: 0.53690
Friction change of limit: -5.94 %
Rough ion temperature: 0.05 eV
Warm-ion change of frequency: 0.357 %
Kinetic limit, ions born at rest: 0.572136
Kinetic change of limit: 0.235 %
```
